# A straight E(N) curve does not rule out delocalisation error

Suppose a density functional has been applied to a large system. The energy is nearly a straight line as the electron number goes from $N$ to $N-1$, and the computed ionisation energy agrees with minus the energy of the highest occupied orbital. Should the functional be accepted as free of delocalisation error, and its ionisation energy be used? A set of distant helium atoms shows that both signs can be present while the ionisation energy is wrong by more than a third.

## The system and what is held fixed

Take $M$ free helium atoms, so far apart that the energy is the sum of their separate energies. Remove a total of $q$ electrons, with $0\le q\le 1$, and let atom $i$ lose $\delta_i$ of them:

$$\sum_{i=1}^{M}\delta_i=q,\qquad 0\le\delta_i\le 1 .$$

The electrons leave the spin-down channel, and each atom keeps one spin-up electron. No atom is allowed to gain electrons. If $e(\delta)$ is the self-consistent energy of one atom with spin-up occupation 1 and spin-down occupation $n=1-\delta$, define

$$f(\delta)=e(\delta)-e(0),\qquad F_M(q)=\min_{\{\delta_i\}}\sum_i f(\delta_i).$$

Thus $f(1)$ is the ionisation energy of one atom and $F_M(1)$ that of the whole set, both as energy differences. The curve $F_M(q)$ is $E(N)$ read from the neutral end.

Fractional charges on the atoms need no fractional total electron number. Let $\varphi_i$ be the spin-down orbital on atom $i$, and leave empty the combination $\sum_i c_i\varphi_i$ with $|c_i|^2=1/M$. The remaining $M-1$ combinations form an ordinary determinant with density matrix

$$P_{ij}=\delta_{ij}-c_ic_j^*,\qquad P_{ii}=1-\frac1M ,$$

where $\delta_{ij}$ is the Kronecker symbol. Each atom has lost $1/M$ of an electron. If the last orbital instead keeps the occupation $1-q$, each atom has lost $q/M$.

"Distant" can be given a size. In a point-charge estimate, the parts of a shared hole repel each other. There are $M(M-1)/2$ pairs, each with charges $e/M$, where $e$ without an argument is the elementary charge. If no two atoms are closer than $R_{\min}$, the repulsion obeys

$$W=\sum_{i<j}\frac{e^2}{4\pi\varepsilon_0M^2R_{ij}}
\le\frac{M(M-1)}{2M^2}\,\frac{e^2}{4\pi\varepsilon_0R_{\min}}
<\frac{e^2}{8\pi\varepsilon_0R_{\min}} .$$

For $R_{\min}=1$ µm the bound is 0.72 meV for every $M$; a ring of eight sites with that spacing gives 0.39 meV. Hartree–Fock exchange contributes $-|P_{ij}|^2e^2/(4\pi\varepsilon_0R_{ij})$ per pair. Since $|P_{ij}|=1/M$ for $i\ne j$, it cancels $W$. A semilocal functional has no such term, but at this distance the remainder is negligible beside energies of several eV.

## What the exact functional gives

Let $p$ of the $M$ atoms be ionised. Every choice of the $p$ ions costs $pI$, where $I$ is the exact ionisation energy of one atom. A superposition that treats all atoms alike has the same energy, because the atoms do not interact, and each atom then has the average charge $p/M$. If the energy is to be a sum of equal contributions from the separate atoms, then

$$M f(p/M)=pI\quad\Longrightarrow\quad f(p/M)=I\,\frac pM .$$

With continuity, $f(\delta)=I\delta$. Hence $F_M(q)=Iq$ for every $M$, and every distribution of the charge costs the same. Straightness is one part of this result. Independence of $M$ is another, and a curve for one large system cannot show it.

## The counter-example in numbers

The one-atom curve was computed self-consistently in a large s-type basis with the local density approximation (LDA), the PBE functional and Hartree–Fock. LDA gives

$$f(0.25)=4.437,\quad f(0.50)=10.008,\quad f(1)=24.292\ \text{eV}.$$

Half of $f(1)$ is 12.146 eV, so the midpoint lies 2.14 eV below the chord. On one atom the error is plain to see.

Now take four atoms and remove one electron. Ionising one atom costs 24.29 eV. Sharing the charge costs

$$4f(0.25)=4\times4.4366\ \text{eV}=17.75\ \text{eV},$$

which is 6.5 eV less. A search over all distributions in steps of one eighth of an electron confirms equal sharing as the LDA and PBE minimum for two, four and eight atoms at $q=1$, and for two and four atoms at $q=1/2$.

To follow the shape as $M$ grows, define the midpoint bend for equal sharing as chord minus curve:

$$D_M=\tfrac12 M f\!\left(\tfrac1M\right)-M f\!\left(\tfrac1{2M}\right).$$

It is positive for a curve below its chord. The table gives $Mf(1/M)$ and $D_M$ in eV. For Hartree–Fock (HF) the equal sharing is imposed; it is not the minimum when $M>1$.

| $M$ | LDA energy | LDA bend | HF energy | HF bend |
|---:|---:|---:|---:|---:|
| 1 | 24.29 | 2.138 | 23.45 | −0.320 |
| 4 | 17.75 | 0.561 | 24.49 | −0.116 |
| 16 | 16.07 | 0.138 | 24.85 | −0.032 |
| 64 | 15.65 | 0.034 | 24.95 | −0.008 |

At $M=64$ the LDA bend is 0.03 eV, and the ionisation energy of 15.65 eV agrees within 0.14 eV with minus the orbital energy of the neutral atom, 15.52 eV. Both signs from the opening are present. Yet the same functional gives 24.29 eV for one atom. A full configuration-interaction calculation in the cc-pVQZ basis gives 24.56 eV; the larger cc-pV5Z basis raises this by 0.017 eV to 24.58 eV, so the last digit carries basis-set error, and both values leave out relativity and nuclear motion. LDA is therefore good for the energy difference of one atom, and its large error appears as atoms are added. PBE behaves alike: 24.47 eV for one atom and 15.90 eV for 64.

Hartree–Fock does the opposite. For four atoms, equal sharing costs 24.49 eV and one localised ion costs 23.45 eV, so the charge localises. The search over distributions finds this in every case examined.

## The correct general statement

Let $f$ be continuous on $[0,1]$ with $f(0)=0$ and a finite slope $a=f'(0)$ at the neutral end, and let $0\le q\le1$.

**Spreading.** If $f(\delta)\ge a\delta$ on $[0,1]$, then $F_M(q)\to aq$ as $M\to\infty$ at fixed $q$. The limiting curve is straight, and its slope is $a$, however far $f(1)$ lies above $a$.

**Localising.** If $f$ is concave, then $F_M(q)=f(q)$ for every $M$. The curve keeps its one-atom bend, and $F_M(1)=f(1)$.

A convex $f$ satisfies the first condition, since a convex curve lies above its tangents. The condition is weaker than convexity, and this matters here. At fixed orbitals the LDA exchange energy of the spin-down electron varies as $-Cn^{4/3}$ with $C>0$, and

$$\frac{d^2}{dn^2}\left(-Cn^{4/3}\right)=-\frac49\,C\,n^{-2/3},$$

which diverges to $-\infty$ as $n\to0$, that is, near He⁺. The computed LDA curvature, which also contains correlation and orbital relaxation, is indeed negative near $\delta=0.998$. So LDA is not convex on the whole interval. Its curve still lies above the initial tangent at every sampled multiple of one eighth, as does that of PBE. At $\delta=0.5$, for instance, LDA has 10.01 eV against $0.5\times15.52=7.76$ eV. This is numerical evidence for the condition, not a proof of it.

## Proof for spreading

Summing the assumed inequality over the atoms gives, for every allowed distribution,

$$\sum_i f(\delta_i)\ge a\sum_i\delta_i=aq .$$

Hence $F_M(q)\ge aq$. Equal sharing is one allowed distribution, so the minimum cannot exceed its energy:

$$aq\le F_M(q)\le M f(q/M).$$

For $q>0$ put $x=q/M$. Then

$$M f(q/M)=q\,\frac{f(x)-f(0)}{x}\longrightarrow q f'(0)=aq ,$$

because $x\to0$ as $M\to\infty$. Both bounds meet, which proves the statement; for $q=0$ it is trivial.

The slope $a$ is an orbital energy. Let $h_\sigma$ be the self-consistent one-electron operator of spin $\sigma$, so that a change of the density matrices $\gamma_\sigma$ changes the energy by $de=\sum_\sigma\mathrm{tr}(h_\sigma\,d\gamma_\sigma)$. With $\gamma_\downarrow=n|\varphi\rangle\langle\varphi|$ and $h_\downarrow|\varphi\rangle=\varepsilon|\varphi\rangle$,

$$\mathrm{tr}(h_\downarrow d\gamma_\downarrow)
=\varepsilon\,dn+n\varepsilon\left(\langle\varphi|d\varphi\rangle+\langle d\varphi|\varphi\rangle\right)
=\varepsilon\,dn+n\varepsilon\,d\langle\varphi|\varphi\rangle .$$

The last term vanishes because $\varphi$ stays normalised. The spin-up contribution vanishes for the same reason, its occupation being fixed. Thus $de/dn=\varepsilon$, which is Janak's theorem. Since $dn=-d\delta$,

$$a=f'(0)=-\varepsilon_{\mathrm{HOMO}}$$

of the neutral atom. Finite differences of the total energy agree with this eigenvalue within the tested 0.005 eV for all three methods.

This explains why agreement between the energy difference and the orbital energy is no safeguard. In a large spread-out system each atom is barely disturbed, so the two numbers approach each other whether or not they are right. For LDA they approach 15.52 eV, or $2.486\times10^{-18}$ J. This is 8.77 eV, or 36%, below LDA's own one-atom value $f(1)$.

## How fast the warning sign disappears

Let $f$ also have a second derivative $b=f''(0)$. Then

$$M f(q/M)=M\left[a\frac qM+\frac b2\frac{q^2}{M^2}+\dots\right]
=aq+\frac{bq^2}{2M}+\dots$$

Setting $q=1$ and $q=1/2$ gives the bend

$$D_M=\frac12\left(a+\frac{b}{2M}\right)-\left(\frac a2+\frac{b}{8M}\right)+\dots
=\frac{b}{8M}+\dots$$

The slope $a$ has cancelled: the bend carries no information about it. For LDA, $b=17.55$ eV from the change of the orbital energy with occupation. At $M=64$ this predicts an excess over $a$ of $17.55/128=0.137$ eV and a bend of $17.55/512=0.034$ eV. The directly computed values are $15.655-15.518=0.137$ eV and 0.034 eV. The bend does retain $b$, since $4MD_M\to b/2$, and for a nearly parabolic $f$ this approximates $f(1)-a$. For LDA it gives 8.78 eV against 8.77 eV and for PBE 8.93 against 8.70 eV, but for Hartree–Fock −2.17 against −1.53 eV. A small bend therefore means a small error only after scaling by the number of units that share the charge, and that number must be known.

The missing curvature returns if the charge per atom, rather than the total charge, is kept fixed. Remove $xM$ electrons, with the separation increased so that repulsion stays negligible. Equal sharing then costs $Mf(x)$, and per atom this has the full bend of $f$. Equal sharing need not be the minimum, however: where $f$ is locally concave, as in LDA close to $x=1$, a slightly unequal division costs less. At $x=1$ every atom is ionised, no freedom to share remains, and the cost per electron is $f(1)=24.29$ eV. In LDA the first electron taken from a very large set therefore costs about 15.5 eV, while the average over one electron per atom is 24.3 eV. Straightness at fixed $q$ comes from looking at a very short initial piece of the one-atom curve.

## Proof for localising

Let $f$ be concave and $0<q\le1$. Every $\delta_i$ lies between 0 and $q$, so it is a weighted mean of these two points:

$$\delta_i=\frac{\delta_i}{q}\,q+\left(1-\frac{\delta_i}{q}\right)0 .$$

Concavity and $f(0)=0$ give $f(\delta_i)\ge(\delta_i/q)f(q)$. Summing,

$$\sum_i f(\delta_i)\ge\frac{f(q)}{q}\sum_i\delta_i=f(q).$$

One atom carrying all of $q$ reaches this bound, which proves the statement. If $f$ is strictly concave, any division of the charge costs more.

For helium, the concavity of Hartree–Fock can be derived. With one orbital in each spin channel, self-repulsion and self-exchange cancel, and the energy is

$$L(n;\varphi_\uparrow,\varphi_\downarrow)=h_{\uparrow\uparrow}+n\,h_{\downarrow\downarrow}+n\,J_{\uparrow\downarrow},$$

where $h_{\sigma\sigma}$ is the kinetic plus nuclear energy of an orbital and $J_{\uparrow\downarrow}$ the repulsion between the two. At fixed orbitals $L$ is linear in $n$. For $n=\lambda n_1+(1-\lambda)n_2$ with $0\le\lambda\le1$, minimising over the orbitals gives

$$\min L(n)=\min\left[\lambda L(n_1)+(1-\lambda)L(n_2)\right]
\ge\lambda\min L(n_1)+(1-\lambda)\min L(n_2),$$

because separate minimisations can do no worse than a common one. This is concavity in $n$, and therefore in $\delta=1-n$. The bend of −0.32 eV is thus due to orbital relaxation; with the neutral atom's orbitals frozen it vanishes.

In LDA the self-repulsion $\tfrac12Jn^2$ is not fully cancelled. Its midpoint bend is $\tfrac12J(\tfrac12-\tfrac14)=J/8$, which is 3.39 eV with frozen orbitals. Exchange and correlation contribute −0.99 eV, leaving 2.41 eV. This uncancelled part makes spreading profitable.

## Reading a straight curve

A straight curve can also come from a concave functional that is forced to share the charge. The Hartree–Fock columns of the table approach a line of slope 24.98 eV ($4.002\times10^{-18}$ J), which is 1.53 eV above $f(1)$. A calculation that imposes equivalent atoms can therefore look straight and miss the lower, localised solution.

A more telling check repeats the calculation for one unit and for many distant units, with the charge free to localise. A change in the ionisation energy exposes a size error that the small, unscaled bend conceals. If the charge spreads equally over all units, the result for many units tends to $-\varepsilon_{\mathrm{HOMO}}$ of one unit, so comparing this number with the unit's own $f(1)$ gives the limiting change without a large calculation. Otherwise this shortcut can mislead. The charge may settle on only some of the units: for the model curve $f(\delta)=\delta\,[1+(\delta-\tfrac12)^2]$, in arbitrary units, $f'(0)$ and $f(1)$ are both $\tfrac54$, yet two units with half a charge each cost only 1. The charge may also localise on one unit: in Hartree–Fock the ionisation energy does not change with $M$, although $-\varepsilon_{\mathrm{HOMO}}$ lies 1.53 eV above $f(1)$. Passing the size check is still no certificate: the Hartree–Fock minimum gives 23.45 eV for every $M$, yet its curve is bent and its value is about 1.1 eV below the configuration-interaction reference (1.11 eV with cc-pVQZ, 1.13 eV with cc-pV5Z).

These results rest on negligible coupling between the units. When orbitals on neighbouring sites overlap, or the surroundings polarise, the energy is no longer a sum of one-atom terms, and the true hole may itself be delocalised. The logical point remains: straightness tests the shape of one curve, and a shape does not fix its slope. The values for all three methods are in the numerical output below.

## Values computed for the example and the checks

```
Full-CI cc-pVQZ ionisation energy [eV]: 24.561
f(0.25) [eV]: LDA 4.4366  PBE 4.5073  HF 6.1228
f(0.50) [eV]: LDA 10.0082  PBE 10.1649  HF 12.0440
f(0.75) [eV]: LDA 16.6963  PBE 16.9394  HF 17.8089
f(1.00) [eV]: LDA 24.2915  PBE 24.4674  HF 23.4475
Curvature of f near 1/8 [eV]: LDA 17.959  PBE 18.247  HF -3.700
Curvature of f near 7/8 [eV]: LDA 9.593  PBE 2.368  HF -1.830
LDA curvature of f near 0.998 [eV]: -263.5
Limiting slope -e_HOMO [eV]: LDA 15.5175  PBE 15.7634  HF 24.9788
Limiting slope [1e-18 J]: LDA 2.4862  PBE 2.5256  HF 4.0020
Slope error -e_HOMO - f(1) [eV]: LDA -8.7740  PBE -8.7041  HF 1.5313
b = f''(0) [eV]: LDA 17.550  PBE 17.857  HF -4.337
Equal sharing, M=1, ionisation [eV]: LDA 24.2915  PBE 24.4674  HF 23.4475
Equal sharing, M=1, bend [eV]: LDA 2.13750  PBE 2.06879  HF -0.32020
Equal sharing, M=2, ionisation [eV]: LDA 20.0165  PBE 20.3299  HF 24.0879
Equal sharing, M=2, bend [eV]: LDA 1.13507  PBE 1.15039  HF -0.20154
Equal sharing, M=4, ionisation [eV]: LDA 17.7463  PBE 18.0291  HF 24.4910
Equal sharing, M=4, bend [eV]: LDA 0.56121  PBE 0.57022  HF -0.11562
Equal sharing, M=16, ionisation [eV]: LDA 16.0684  PBE 16.3238  HF 24.8470
Equal sharing, M=16, bend [eV]: LDA 0.13803  PBE 0.14040  HF -0.03249
Equal sharing, M=64, ionisation [eV]: LDA 15.6548  PBE 15.9030  HF 24.9452
Equal sharing, M=64, bend [eV]: LDA 0.03434  PBE 0.03493  HF -0.00838
LDA best charges, M=4 [e]: 0.25, 0.25, 0.25, 0.25
LDA least ionisation energy, M=4 [eV]: 17.7463
PBE best charges, M=4 [e]: 0.25, 0.25, 0.25, 0.25
PBE least ionisation energy, M=4 [eV]: 18.0291
HF best charges, M=4 [e]: 0.00, 0.00, 0.00, 1.00
HF least ionisation energy, M=4 [eV]: 23.4475
Frozen-orbital bend [eV]: LDA 2.4062  PBE 2.3522  HF 0.0000
LDA frozen bend from self-repulsion [eV]: 3.3944
LDA frozen bend from exchange-correlation [eV]: -0.9882
Ring: sites 8, spacing [um]: 1.0
Hole charge per site [e]: 0.1250
Hole repulsion without exchange [meV]: 0.3864
Upper bound for any M [meV]: 0.7200
```
